# The Action of σ·p on Spinor Gaussians: test program

```python
"""
Action of sigma.p on spinor Gaussians, in Hartree atomic units.

Large function: phi = r^l exp(-a r^2) chi(kappa, m), a > 0.
kappa = -(l+1) for j = l+1/2; kappa = l for j = l-1/2.
Results under test:
  kappa < 0: sigma.p phi = -2 i a r^(l+1) exp(-a r^2) chi(-kappa, m)
  kappa > 0: sigma.p phi = i (2l+1-2 a r^2) r^(l-1) exp(-a r^2) chi(-kappa, m)
The left sides are found by Cartesian differentiation of explicit spinors.
A "solid spinor" is r^l chi(kappa, m), a polynomial in x, y, z.
Radial integrals and a two-by-two free-electron Dirac matrix test the
kinetic energy obtained with complete and truncated small functions.
"""
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from sympy.physics.wigner import clebsch_gordan

x, y, z = sp.symbols("x y z", real=True)
a, r = sp.symbols("a r", positive=True)
I = sp.I
r_squared = x**2 + y**2 + z**2
gaussian = sp.exp(-a * r_squared)


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def solid_harmonic(l, m):
    """r^l Y_lm with the Condon-Shortley phase, as a polynomial."""
    if abs(m) > l:
        return sp.Integer(0)
    total = sp.Integer(0)
    for p in range(l + 1):
        q = p - m
        s = l - p - q
        if q >= 0 and s >= 0:
            weight = sp.Rational(1, factorial(p) * factorial(q) * factorial(s))
            total += weight * (-(x + I*y)/2)**p * ((x - I*y)/2)**q * z**s
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l + m) * factorial(l - m))
    return norm * total


def solid_spinor(kappa, twice_m):
    l = orbital_l(kappa)
    j = sp.Rational(2*abs(kappa) - 1, 2)
    m = sp.Rational(twice_m, 2)
    half = sp.Rational(1, 2)
    up = float(clebsch_gordan(l, half, j, m - half, half, m))
    down = float(clebsch_gordan(l, half, j, m + half, -half, m))
    plus = sqrt((l + twice_m/2 + 0.5) / (2*l + 1))
    minus = sqrt((l - twice_m/2 + 0.5) / (2*l + 1))
    explicit = (plus, minus) if kappa < 0 else (-minus, plus)
    assert np.allclose((up, down), explicit, atol=1e-13)
    return (up * solid_harmonic(l, (twice_m - 1)//2),
            down * solid_harmonic(l, (twice_m + 1)//2))


def times(factor, spinor):
    return tuple(factor * component for component in spinor)


def sigma_p(spinor):
    u, d = spinor
    return (-I*(sp.diff(u, z) + sp.diff(d, x) - I*sp.diff(d, y)),
            -I*(sp.diff(u, x) + I*sp.diff(u, y) - sp.diff(d, z)))


def angular_momentum(f):
    return (-I*(y*sp.diff(f, z) - z*sp.diff(f, y)),
            -I*(z*sp.diff(f, x) - x*sp.diff(f, z)),
            -I*(x*sp.diff(f, y) - y*sp.diff(f, x)))


def sigma_l(spinor):
    ux, uy, uz = angular_momentum(spinor[0])
    dx, dy, dz = angular_momentum(spinor[1])
    return (uz + dx - I*dy, ux + I*uy - dz)


def sigma_position(spinor):
    u, d = spinor
    return (z*u + (x - I*y)*d, (x + I*y)*u - z*d)


random = np.random.default_rng(12)
points = random.uniform(-1.2, 1.2, size=(3, 7))
exponents = random.uniform(0.3, 2.0, size=7)


def evaluate(spinor, coordinates=points, exponent_values=exponents):
    function = sp.lambdify((x, y, z, a), spinor, "numpy")
    values = function(*coordinates, exponent_values)
    shape = np.shape(exponent_values)
    return np.array([np.broadcast_to(np.asarray(v, dtype=complex), shape)
                     for v in values])


def relative_error(left, right):
    left_values, right_values = evaluate(left), evaluate(right)
    scale = max(1e-3, np.max(np.abs(right_values)))
    return np.max(np.abs(left_values - right_values)) / scale


def predicted_action(kappa, partner):
    l = orbital_l(kappa)
    factor = -2*a if kappa < 0 else 2*l + 1 - 2*a*r_squared
    return times(I * factor * gaussian, partner)


largest_error = 0.0
spinor_count = 0
for kappa in (-4, -3, -2, -1, 1, 2, 3):
    for twice_m in range(-2*abs(kappa) + 1, 2*abs(kappa), 2):
        spinor = solid_spinor(kappa, twice_m)
        partner = solid_spinor(-kappa, twice_m)
        large = times(gaussian, spinor)
        error = relative_error(sigma_p(large), predicted_action(kappa, partner))
        largest_error = max(largest_error, error)
        assert error < 1e-10
        assert relative_error(sigma_l(spinor), times(-(kappa + 1), spinor)) < 1e-10
        power = 1 if kappa < 0 else r_squared
        assert relative_error(sigma_position(spinor), times(-power, partner)) < 1e-10
        if kappa < 0:
            # A radial power l+2 must produce two terms instead of one.
            raised = times(r_squared, large)
            two_terms = times(I*(2 - 2*a*r_squared)*gaussian, partner)
            assert relative_error(sigma_p(raised), two_terms) < 1e-10
        spinor_count += 1

# Radial integrals, with the small function obtained by differentiation.
exponent = 0.8


def integral(expression):
    function = sp.lambdify(r, sp.expand(expression.subs(a, exponent)), "numpy")
    return quad(function, 0, 12, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


def large_radial(l):
    return r**l * sp.exp(-a*r**2)


def small_radial(kappa):
    f = large_radial(orbital_l(kappa))
    return sp.expand(sp.diff(f, r) + (kappa + 1)*f/r)


def retained_fraction(target, trial):
    overlap = integral(r**2 * target * trial)
    return overlap**2 / (integral(r**2*target**2) * integral(r**2*trial**2))


def kinetic_from_laplacian(l):
    f = large_radial(l)
    laplacian = sp.diff(f, r, 2) + 2*sp.diff(f, r)/r - l*(l + 1)*f/r**2
    return -0.5*integral(r**2*f*laplacian) / integral(r**2*f**2)


def kinetic_from_small(kappa):
    f = large_radial(orbital_l(kappa))
    return 0.5*integral(r**2*small_radial(kappa)**2) / integral(r**2*f**2)


for l in range(4):
    kinetic = kinetic_from_laplacian(l)
    assert abs(kinetic - (2*l + 3)*exponent/2) < 1e-8
    assert abs(kinetic_from_small(-l - 1) - kinetic) < 1e-8
    if l > 0:
        assert abs(kinetic_from_small(l) - kinetic) < 1e-8
        lower = retained_fraction(small_radial(l), large_radial(l - 1))
        upper = retained_fraction(small_radial(l), large_radial(l + 1))
        assert abs(lower - (2*l + 1)/(2*l + 3)) < 1e-8
        assert abs(upper - ((2*l - 1)/(2*l + 3))**2) < 1e-8

# Free-electron Dirac matrix, with the electron rest energy subtracted.
light_speed = 1 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]


def dirac_energy(kappa, trial):
    f = large_radial(orbital_l(kappa))
    norm = sqrt(integral(r**2*f**2) * integral(r**2*trial**2))
    coupling = integral(r**2*small_radial(kappa)*trial) / norm
    matrix = np.array([[0.0, light_speed*coupling],
                       [light_speed*coupling, -2*light_speed**2]])
    energy = np.linalg.eigvalsh(matrix)[-1]
    leading = coupling**2 / 2
    assert abs(energy - (leading - leading**2/(2*light_speed**2))) < 1e-7
    return leading, energy


small_p12 = small_radial(1)
s_function, r2_function = large_radial(0), large_radial(2)
cases = [
    ("p3/2, single d Gaussian", -2, r2_function),
    ("p1/2, full two-term function", 1, small_p12),
    ("p1/2, constant term alone", 1, s_function),
    ("p1/2, r^2 term alone", 1, r2_function),
]
energies = [(label, *dirac_energy(kappa, trial)) for label, kappa, trial in cases]
assert abs(energies[0][2] - energies[1][2]) < 1e-8
assert energies[3][2] < energies[2][2] < energies[1][2]

node_function = sp.lambdify(r, small_p12.subs(a, exponent), "numpy")
node = brentq(node_function, 0.5, 3.0, xtol=1e-13)
assert abs(node - sqrt(3/(2*exponent))) < 1e-10

print(f"Spinors tested (l = 0 to 3, all m): {spinor_count}")
print(f"Largest relative error of sigma.p formula: {largest_error:.1e}")
print(f"Exponent a: {exponent:.3f} bohr^-2")
print(f"Speed of light c: {light_speed:.6f} a.u.")
position = np.array([0.3, -0.4, 1.2])
print("Sample point (x, y, z):", position, "bohr")
print(f"Sample radius: {np.linalg.norm(position):.6f} bohr")
print("Spinor values below: unnormalized radial part, m = 1/2, a.u.")
sample_coordinates = position[:, None]
sample_exponent = np.array([exponent])
for label, kappa in (("p3/2", -2), ("p1/2", 1)):
    large = times(gaussian, solid_spinor(kappa, 1))
    formula = predicted_action(kappa, solid_spinor(-kappa, 1))
    rows = [("phi", large), ("sigma.p phi, differentiated", sigma_p(large)),
            ("sigma.p phi, formula", formula)]
    for name, spinor in rows:
        values = evaluate(spinor, sample_coordinates, sample_exponent)[:, 0]
        print(f"{label} {name}: up {values[0]:.6f}, down {values[1]:.6f}")

print(f"p1/2 small-function node: {node:.6f} bohr")
s_norm = integral(r**2*s_function**2)
print("Ratios below: s = exp(-a r^2), t = r^2 s, g = (3-2 a r^2) s")
for label, left, right, unit in (
        ("<s|g>/<s|s>", s_function, small_p12, "dimensionless"),
        ("<g|g>/<s|s>", small_p12, small_p12, "dimensionless"),
        ("<t|g>/<s|s>", r2_function, small_p12, "bohr^2"),
        ("<t|t>/<s|s>", r2_function, r2_function, "bohr^4")):
    print(f"{label}: {integral(r**2*left*right)/s_norm:.6f} {unit}")
print(f"Kinetic energy from p^2, l=1: {kinetic_from_laplacian(1):.6f} hartree")
for label, leading, energy in energies:
    print(f"{label}: P^2/2 = {leading:.6f} hartree")
    print(f"  retained fraction: {leading/kinetic_from_laplacian(1):.6f}")
    print(f"  Dirac matrix energy: {energy:.6f} hartree")
full_energy, truncated_energy = energies[1][2], energies[2][2]
loss = full_energy - truncated_energy
print(f"Full p1/2 Dirac matrix energy: {full_energy*hartree_ev:.4f} eV")
print(f"Energy lost without r^2 term: {loss:.6f} hartree")
print(f"Energy lost without r^2 term: {loss*hartree_ev:.4f} eV")
print("all assertions hold")
```

Output:

```
Spinors tested (l = 0 to 3, all m): 32
Largest relative error of sigma.p formula: 6.6e-15
Exponent a: 0.800 bohr^-2
Speed of light c: 137.035999 a.u.
Sample point (x, y, z): [ 0.3 -0.4  1.2] bohr
Sample radius: 1.300000 bohr
Spinor values below: unnormalized radial part, m = 1/2, a.u.
p3/2 phi: up 0.123858+0.000000j, down -0.015482+0.020643j
p3/2 sigma.p phi, differentiated: up 0.000000+0.217165j, down 0.118904+0.089178j
p3/2 sigma.p phi, formula: up -0.000000+0.217165j, down 0.118904+0.089178j
p1/2 phi: up -0.087581+0.000000j, down -0.021895+0.029194j
p1/2 sigma.p phi, differentiated: up 0.000000+0.021603j, down 0.000000-0.000000j
p1/2 sigma.p phi, formula: up 0.000000+0.021603j, down 0.000000+0.000000j
p1/2 small-function node: 1.369306 bohr
Ratios below: s = exp(-a r^2), t = r^2 s, g = (3-2 a r^2) s
<s|g>/<s|s>: 1.500000 dimensionless
<g|g>/<s|s>: 3.750000 dimensionless
<t|g>/<s|s>: 0.468750 bohr^2
<t|t>/<s|s>: 1.464844 bohr^4
Kinetic energy from p^2, l=1: 2.000000 hartree
p3/2, single d Gaussian: P^2/2 = 2.000000 hartree
  retained fraction: 1.000000
  Dirac matrix energy: 1.999894 hartree
p1/2, full two-term function: P^2/2 = 2.000000 hartree
  retained fraction: 1.000000
  Dirac matrix energy: 1.999894 hartree
p1/2, constant term alone: P^2/2 = 1.200000 hartree
  retained fraction: 0.600000
  Dirac matrix energy: 1.199962 hartree
p1/2, r^2 term alone: P^2/2 = 0.080000 hartree
  retained fraction: 0.040000
  Dirac matrix energy: 0.080000 hartree
Full p1/2 Dirac matrix energy: 54.4199 eV
Energy lost without r^2 term: 0.799932 hartree
Energy lost without r^2 term: 21.7673 eV
all assertions hold
```
